# Does the mini-zone average cure the $q=0$ singularity of exchange?

A periodic Hartree–Fock or unscreened hybrid-functional calculation that sums the exchange energy in reciprocal space on a uniform k-mesh must decide what to put in place of the infinite term $4\pi e^2/q^2$ at $q=0$. The choice fixes how dense the mesh must be. One option averages the kernel over the small region of reciprocal space that belongs to $q=0$, taken as a sphere of equal volume. The argument for it runs as follows: only the central cell is singular, the average repairs that cell, and every other cell is handled by the midpoint rule, which is of second order in the mesh spacing. The error should then fall at least as $1/L^2$ in the supercell side $L$. For a simple cubic mesh this is false. The error still falls as $1/L$, and about one eighth of the original coefficient remains.

## Conventions

Units are Gaussian. Lengths are in bohr, $a_0=\hbar^2/me^2$, and energies in hartree, $e^2/a_0$. The crystal is a spin-paired insulator on a simple cubic lattice of constant $a$. A $\Gamma$-centred $N\times N\times N$ mesh is equivalent to a supercell of side $L=Na$ and volume $V=L^3$, and the transfers $\mathbf q=\mathbf k'-\mathbf k+\mathbf G$ run over $\mathbf q=(2\pi/L)\mathbf n$ with integer $\mathbf n$. The orbitals are held fixed, so that only the quadrature error of the exchange energy is at issue.

With Bloch orbitals normalized in the supercell, the exchange energy is
$$E_x^{\rm super}=-\frac12\sum_\sigma\sum_{i\mathbf k,\,j\mathbf k'}\iint \psi^*_{i\mathbf k}(\mathbf r)\psi_{j\mathbf k'}(\mathbf r)\,v(\mathbf r-\mathbf r')\,\psi^*_{j\mathbf k'}(\mathbf r')\psi_{i\mathbf k}(\mathbf r').$$
Insert $v(\mathbf r-\mathbf r')=V^{-1}\sum_{\mathbf q}(4\pi e^2/q^2)e^{-i\mathbf q\cdot(\mathbf r-\mathbf r')}$. The two integrals become a matrix element and its complex conjugate. Lattice periodicity makes the element vanish unless $\mathbf k'=\mathbf k+\mathbf q$ up to a reciprocal lattice vector. The two spins cancel the factor $\frac12$. Dividing by the $N^3$ cells gives the energy per cell, $E_x=-S_w$, with
$$S_w=\frac1V\sum_{\mathbf q\neq0}\frac{4\pi e^2}{q^2}f(\mathbf q)+\frac{w\,e^2f(0)}{L},\qquad f(\mathbf q)=\frac1{N^3}\sum_{\mathbf k}\sum_{ij}^{\rm occ}\left|\langle\psi_{i\mathbf k}|e^{-i\mathbf q\cdot\mathbf r}|\psi_{j,\mathbf k+\mathbf q}\rangle\right|^2 .$$
The pure number $w$ stands for whatever replaces the $q=0$ term, and $w=0$ omits it. At $\mathbf q=0$ the matrix element is $\delta_{ij}$ by orthonormality, so $f(0)$ is the number of occupied bands. The exact energy is $-I$, with
$$I=\int\frac{d^3q}{(2\pi)^3}\frac{4\pi e^2}{q^2}f(\mathbf q).$$
The word error means $E_x(\text{mesh})-E_x(\text{exact})=I-S_w$ throughout.

The sphere must have the volume that belongs to one mesh point, $\frac{4\pi}{3}q_0^3=(2\pi)^3/V$, so $q_0=(6\pi^2)^{1/3}/L=3.897777/L$. The average of the kernel over it is
$$\frac{3}{4\pi q_0^3}\int_0^{q_0}4\pi q^2\,\frac{4\pi}{q^2}\,dq=\frac{3}{4\pi q_0^3}\,16\pi^2q_0=\frac{12\pi}{q_0^2}.$$
Dividing by $V$ gives $12\pi/(q_0^2L^3)=w_s/L$, with $w_s=12\pi/(6\pi^2)^{2/3}=2.481402$.

## The counter-example: a dilute lattice of H$_2$ molecules

Place H$_2$ molecules with a bond of 1.4 bohr along $z$ on a cubic lattice with $a=10$ bohr. Each has one occupied orbital $\phi$, taken from restricted Hartree–Fock in the 6-31G basis for the isolated molecule (total energy $-1.126743$ hartree). The overlap of $\phi$ with its neighbour along $z$ is $2.47\times10^{-4}$ and is neglected. The numbers below belong to this model; six decimals are kept because the argument rests on differences. They are not converged properties of H$_2$. In aug-cc-pVQZ the total energy is $-1.1335$ hartree, the integral $(11|11)$ rises from $0.6499$ to $0.6585$ hartree (a shift of $0.23$ eV), and $\langle r^2\rangle$ falls from $2.612$ to $2.575$ bohr$^2$. The neighbour overlap, which depends on the orbital tail, lies between $5\times10^{-4}$ and $9\times10^{-4}$ in cc-pVTZ, aug-cc-pVTZ and aug-cc-pVQZ. The mesh errors are much less sensitive: in cc-pVTZ the sphere error at $L=20$ bohr moves from $0.016426$ to $0.016438$ hartree, and the ratio between $L=20$ and $40$ bohr from $1.882$ to $1.883$.

Without overlap, $\psi_{\mathbf k}=N^{-3/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\phi(\mathbf r-\mathbf R)$, and only products of orbitals on the same site survive:
$$\langle\psi_{\mathbf k}|e^{-i\mathbf q\cdot\mathbf r}|\psi_{\mathbf k+\mathbf q}\rangle=\frac1{N^3}\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}\,e^{-i\mathbf q\cdot\mathbf R}\tilde\rho(\mathbf q)=\tilde\rho(\mathbf q),\qquad \tilde\rho(\mathbf q)=\int\phi^2e^{-i\mathbf q\cdot\mathbf r}d^3r .$$
The first phase comes from the Bloch factors and the second from shifting the integration variable by $\mathbf R$. Hence $f=|\tilde\rho|^2$ and $f(0)=1$. By Parseval's theorem $I$ is the Coulomb energy of $\rho=\phi^2$ with itself, the two-electron integral $(11|11)$, which needs no mesh:
$$E_x^{\rm exact}=-0.649908\ \text{hartree}=-17.6849\ \text{eV}.$$

The basis contains only s Gaussians, so $\tilde\rho$ is a finite sum of Gaussians in $q$ times phases, and the mesh sum can be carried out term by term. For $N=2$, $L=20$ bohr, the sum without $q=0$ gives $-0.509412$ hartree, an error of $-0.509412+0.649908=0.140496$ hartree. The sphere has $q_0=3.897777/20=0.19489$ bohr$^{-1}$, and its term is $12\pi/(0.19489^2\times20^3)=0.124070$ hartree. The error with the sphere is $0.140496-0.124070=0.016426$ hartree, or $0.4470$ eV, which is 2.5% of $|E_x^{\rm exact}|$. The four meshes give, in hartree:

| $L$ (bohr) | error, $w=0$ | sphere term | error, sphere |
|---|---|---|---|
| 10 | 0.272759 | 0.248140 | 0.024619 |
| 20 | 0.140496 | 0.124070 | 0.016426 |
| 30 | 0.094171 | 0.082713 | 0.011458 |
| 40 | 0.070761 | 0.062035 | 0.008726 |

An error of order $L^{-2}$ would fall by a factor near 4 between $L=20$ and $L=40$ bohr. The computed factor is $0.016426/0.008726=1.882$. At $N=4$ the exchange energy is still too high by $0.2375$ eV per molecule, 1.3% of its magnitude.

## The correct statement

Let $c(\mathbf r)$ be defined by $f(\mathbf q)=\int c(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r$. Assume that

1. the $\mathbf k$ average inside $f$ is converged, so that $f$ is one function, independent of $N$;
2. $f$ is even and smooth and decays at large $q$, with $f$, $q|\partial f|$ and $q^2|\partial^2f|$ bounded;
3. $c$ is bounded and decays exponentially on a scale small compared with $L$.

These hold exactly in the molecular model. For an insulator with overlapping orbitals they are assumed, up to terms that vanish exponentially with $L$. For a simple cubic supercell,
$$I-S_w=\frac{(\alpha-w)\,e^2f(0)}{L}-\frac{2\pi e^2}{3L^3}\int c\,r^2d^3r+O(L^{-5}),\qquad \alpha=w_c+\Delta .$$
Here $\alpha=2.837297$ is the Madelung constant of a simple cubic lattice of point charges in a uniform neutralizing background, $w_c=2.442750$ is the exact contribution of the central cubic cell, and $\Delta=0.394548$ is the sum of the midpoint errors of all other cells. The sphere leaves
$$\alpha-w_s=\Delta-(w_s-w_c)=0.394548-0.038652=0.355896,$$
a fraction $0.1254$ of $\alpha$.

## Proof in reciprocal space: where the $1/L$ term comes from

Set $\mathbf q=h\mathbf u$ with $h=2\pi/L$. Then $d^3q/(2\pi)^3=d^3u/L^3$ and $4\pi/q^2=L^2/(\pi u^2)$, so with $g(\mathbf u)=f(h\mathbf u)/u^2$
$$I=\frac{e^2}{\pi L}\int g\,d^3u,\qquad S_0=\frac{e^2}{\pi L}\sum_{\mathbf n\ne0}g(\mathbf n).$$
Divide $\mathbf u$-space into unit cubes centred on the integer points. Then
$$\frac{\pi L}{e^2}(I-S_0)=\int_{\text{cell }0}g\,d^3u+\sum_{\mathbf n\neq0}\left[\int_{\text{cell }\mathbf n}g\,d^3u-g(\mathbf n)\right].$$
As $L\to\infty$ at fixed $\mathbf n$, $f(h\mathbf u)\to f(0)$ on the cell. The first term tends to $f(0)C$ and each bracket to $f(0)\delta_{\mathbf n}$, where
$$C=\int_{\text{cell }0}\frac{d^3u}{u^2},\qquad \delta_{\mathbf n}=\int_{\text{cell }\mathbf n}\frac{d^3u}{u^2}-\frac1{n^2}.$$
Neither number contains $L$. This is the gap in the argument for the sphere. The midpoint rule is of second order for a cell at a fixed distance from the singularity, but refining the mesh moves cell $\mathbf n$ towards $q=0$ exactly as fast as it shrinks the cell. The kernel $1/q^2$ has no length scale, so its relative variation across cell $\mathbf n$ never decreases, and the cell contributes $e^2f(0)\delta_{\mathbf n}/(\pi L)$, with the same power of $L$ as the central cell.

The limit may be taken inside the sum. In cell $\mathbf n$ write $\mathbf u=\mathbf n+\mathbf s$ and expand $g$ to first order with remainder. The linear term integrates to zero because the cell is symmetric, so the bracket is bounded by a constant times the largest second derivative of $g$ in the cell. By the product rule,
$$\partial_i\partial_jg=f\,\partial_i\partial_ju^{-2}+h\,(\partial_if\,\partial_ju^{-2}+\partial_jf\,\partial_iu^{-2})+h^2\,\partial_i\partial_jf\;u^{-2}.$$
Since $h=q/u$, the three terms are of size $u^{-4}$ times $f$, $q|\partial f|$ and $q^2|\partial^2f|$, all bounded by assumption 2. In the cell, $u\ge\max_i|n_i|-\frac12\ge\frac12\max_i|n_i|\ge n/(2\sqrt3)$. Each bracket is therefore below a constant times $n^{-4}$, uniformly in $L$, and $\sum n^{-4}$ converges in three dimensions. Dominated convergence gives
$$\lim_{L\to\infty}\frac{L\,(I-S_0)}{e^2}=f(0)\,(w_c+\Delta),\qquad w_c=\frac C\pi,\quad \Delta=\frac1\pi\sum_{\mathbf n\ne0}\delta_{\mathbf n}.$$

**The central cell.** Since $\nabla\cdot(\mathbf u\,u^{-2})=3u^{-2}-2u^{-2}=u^{-2}$, the divergence theorem turns $C$ into a flux. A small sphere of radius $\epsilon$ around the origin carries flux $4\pi\epsilon\to0$. On each of the six faces the normal component of $\mathbf u$ is $\frac12$, so
$$C=3\iint_{-1/2}^{1/2}\frac{dx\,dy}{\frac14+x^2+y^2}=7.674124,$$
and $w_c=C/\pi=2.442750$. The sphere exceeds this. The part of the cube outside the sphere and the part of the sphere outside the cube have equal volume, and $u^{-2}$ is smaller everywhere on the first than anywhere on the second. The excess, $0.038652$, has the sign that offsets $\Delta$ but only about a tenth of its size.

**The other cells.** The cells with $\max_i|n_i|\le M$ fill a cube of side $2M+1$. The integral of $u^{-2}$ over a cube grows linearly with its side, so it equals $(2M+1)C$. Removing the central cell gives
$$\pi\Delta_M=2MC-\sum_{0<\max|n_i|\le M}\frac1{n^2}.$$
For $M=1$ there are 6, 12 and 8 cells with $n^2=1,2,3$, and $\pi\Delta_1=15.348248-(6+6+\frac83)=0.68158$. Direct quadrature of the cells gives the same: $6(0.049623)+12(0.024327)+8(0.011490)=0.68158$. Thus $\Delta_1=0.216954$, already well above $w_s-w_c$.

The 26 adjacent cells hold only $0.216954/0.394548=55\%$ of $\Delta$. For distant cells, expand to second order. The cell average of $s_is_j$ is $\delta_{ij}/12$, so $\delta_{\mathbf n}\approx\frac1{24}\nabla^2u^{-2}$. From $\nabla^2u^p=p(p+1)u^{p-2}$ with $p=-2$, $\nabla^2u^{-2}=2u^{-4}$, and $\delta_{\mathbf n}\approx1/(12n^4)$. This is an asymptotic form. It is poor in the first shell, where $\delta_{(1,0,0)}=0.049623$ against $0.083333$; the program tests it to 0.5% on three cells with $n\approx20$, and finds $\delta_{\mathbf n}>0$ for all cells with $|n_i|\le66$. To leading order the sum over the remaining cells becomes an integral over the exterior of the cube of side $2M+1$, which scales as $D/(2M+1)$, with $D$ the integral of $u^{-4}$ outside the unit cube. Since $\nabla\cdot(\mathbf u\,u^{-4})=-u^{-4}$, the flux argument gives $D=3\iint dx\,dy/(\frac14+x^2+y^2)^2=20.890074$, and
$$\Delta-\Delta_M\approx\frac{D}{12\pi(2M+1)}=\frac{0.554126}{2M+1}.$$
The remainders are $0.177594$, $0.109184$, $0.050215$ and $0.013512$ for $M=1,2,5,20$; the formula gives $0.184709$, $0.110825$, $0.050375$ and $0.013515$. Exact averaging of the kernel over any fixed number of shells therefore shrinks the $1/L$ coefficient only as $1/M$. Adding the tail to $w_c+\Delta_{60}$ gives $2.837298$.

## Proof in real space: the constant and the next term

Insert the definition of $c$ into $S_0$ and relabel $\mathbf q\to-\mathbf q$:
$$S_0=\int c(\mathbf r)\,\varphi(\mathbf r)\,d^3r,\qquad \varphi(\mathbf r)=\frac1V\sum_{\mathbf q\ne0}\frac{4\pi e^2}{q^2}e^{i\mathbf q\cdot\mathbf r}.$$
In the same way $I=\int c\,e^2/r\,d^3r$, because $4\pi/q^2$ is the transform of $1/r$. The Laplacian removes $1/q^2$, and $V^{-1}\sum_{\text{all }\mathbf q}e^{i\mathbf q\cdot\mathbf r}=\sum_{\mathbf T}\delta(\mathbf r-\mathbf T)$ over supercell translations $\mathbf T$, so
$$\nabla^2\varphi=-4\pi e^2\Big[\sum_{\mathbf T}\delta(\mathbf r-\mathbf T)-\frac1V\Big].$$
Omitting $q=0$ is thus the same as giving the exchange hole periodic images and a neutralizing background. Define $\chi=\varphi-e^2/r-2\pi e^2r^2/(3V)$. Because $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ and $\nabla^2r^2=6$, the function $\chi$ is harmonic for $r<L$ and expands in harmonic polynomials that share the cubic symmetry. Inversion removes odd degrees. At degree 2, reflections remove the cross terms, permutations of the axes make the three diagonal coefficients equal, and harmonicity makes their sum vanish, so nothing is left. The first non-constant term has degree 4. Substituting $\mathbf q=2\pi\mathbf n/L$ shows that $\varphi$ is $1/L$ times a function of $\mathbf r/L$, which fixes the powers of $L$:
$$\varphi(\mathbf r)=e^2\left[\frac1r-\frac\alpha L+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right)\right].$$
This defines $\alpha$. Integrate against $c$, using $\int c=f(0)$. For $r<L/2$ the remainder contributes $O(L^{-5})$, and beyond that $c$ is exponentially small by assumption 3. Adding the term $we^2f(0)/L$ yields the stated formula. No $L^{-2}$ term appears. Comparing the $1/L$ coefficient with the reciprocal-space limit gives $\alpha=w_c+\Delta$.

The value of $\alpha$ follows independently from the Ewald splitting. Write $1=e^{-q^2/4\eta^2}+(1-e^{-q^2/4\eta^2})$ in the sum for $\varphi$. A normalized Gaussian charge with transform $e^{-q^2/4\eta^2}$ has potential $\mathrm{erf}(\eta r)/r$, so $4\pi(1-e^{-q^2/4\eta^2})/q^2$ is the transform of $\mathrm{erfc}(\eta r)/r$, and it equals $\pi/\eta^2$ at $q=0$. Summed over all $\mathbf q$ and divided by $V$, it gives the lattice sum of $\mathrm{erfc}$ terms; the $q=0$ term is then subtracted. Subtracting $1/r$ and using $(\mathrm{erfc}(\eta r)-1)/r\to-2\eta/\sqrt\pi$ at $r\to0$,
$$-\frac\alpha L=\sum_{\mathbf T\ne0}\frac{\mathrm{erfc}(\eta T)}{T}+\frac{4\pi}V\sum_{\mathbf q\ne0}\frac{e^{-q^2/4\eta^2}}{q^2}-\frac{\pi}{\eta^2V}-\frac{2\eta}{\sqrt\pi}.$$
This gives $2.837297$, against $2.837298$ from the cells. The inequality $\alpha>w_s$ rests on these two numerical evaluations.

## The counter-example explained

For $f=|\tilde\rho|^2$, $c(\mathbf r)=\int\rho(\mathbf r')\rho(\mathbf r'+\mathbf r)d^3r'$ is the distribution of the separation of two points drawn independently from $\rho$. Hence $\int c\,r^2=\langle|\mathbf r_1-\mathbf r_2|^2\rangle=2\langle r^2\rangle-2|\langle\mathbf r\rangle|^2$, and $\langle\mathbf r\rangle=0$ at the bond centre. With $\langle r^2\rangle=2.611852$ bohr$^2$, the cubic term is $-B/L^3$ with $B=\frac{4\pi}3e^2\langle r^2\rangle=10.94050$ hartree bohr$^3$. The predicted sphere errors are
$$L=20:\quad \frac{0.355896}{20}-\frac{10.94050}{8000}=0.017795-0.001368=0.016427,$$
$$L=40:\quad \frac{0.355896}{40}-\frac{10.94050}{64000}=0.008897-0.000171=0.008726,$$
against the summed $0.016426$ and $0.008726$ hartree. The ratio is 1.882 and not 2 because the cubic term has the opposite sign and removes a larger share at the smaller $L$. At $L=10$ bohr the formula gives $0.024649$ and the sum $0.024619$ hartree; the program requires agreement within $10/L^5$ in these units at all four meshes.

The choice $w=\alpha$ removes the $1/L$ term. At $L=20$ bohr it gives $-0.509412-2.837297/20=-0.651277$ hartree, an error of $-0.001369$. At $L=40$ bohr the error is $-0.000171$ hartree ($-0.00465$ eV), and the ratio is 8.004, as expected of $L^{-3}$. The sign is now negative: the energy is too low. In sphere language, $12\pi/(q_{\rm eff}^2L^3)=\alpha/L$ requires $q_{\rm eff}/q_0=\sqrt{w_s/\alpha}=0.93518$. From the leading term alone, an error of 1 millihartree per molecule needs $L\approx2837$ bohr with $w=0$, $356$ bohr with the sphere and $22.2$ bohr with $w=\alpha$, that is $N$ of about 284, 36 and 3.

Neglect of overlap is not what produces the coefficient. For one band built from orbitals $e^{-\beta r^2}$ with $\beta a^2=4$ and nearest-neighbour overlap $0.1353$, the program fits $S_0$ on four meshes to a constant plus $L^{-1}$, $L^{-3}$ and $L^{-5}$ terms and obtains $-2.83730$ for the $1/L$ coefficient in units of $e^2$.

## Removing the midpoint errors removes the $1/L$ term

If midpoint errors of the kernel are the cause, then replacing $v=4\pi e^2/q^2$ by its exact cell average in every cell must cancel the $1/L$ term. Call that sum $\bar S$. The cell average times the cell volume is the cell integral, so
$$I-\bar S=\sum_{\mathbf n}\int_{\text{cell }\mathbf n}\frac{d^3q}{(2\pi)^3}\,v(\mathbf q)\,[f(\mathbf q)-f(\mathbf q_{\mathbf n})].$$
A constant $f$ now gives zero in every cell. Expand about the centre, $v\approx v_{\mathbf n}+\mathbf s\cdot\nabla v$ and $f-f_{\mathbf n}\approx\mathbf s\cdot\nabla f+\frac12s_is_j\partial_i\partial_jf$, with $\overline{s_is_j}=h^2\delta_{ij}/12$. The cell mean of the product is $\frac{h^2}{12}\nabla v\cdot\nabla f+\frac{h^2}{24}v\nabla^2f$ at leading order. As $f$ is even, $\nabla f=O(q)$, and both terms behave as $q^{-2}$ near the origin. Replacing the sum of these terms by an integral then costs a relative error of order $h$, as it did for the bare kernel, and each cell near the origin contributes $h^3\cdot h^{-2}\cdot h^2$; both corrections are $O(h^3)$. Integration by parts gives $\int\nabla v\cdot\nabla f=-\int v\nabla^2f$, the surface term at radius $\epsilon$ being of order $\epsilon^2\cdot\epsilon^{-2}\cdot\epsilon\to0$. The two terms combine to $-\frac{h^2}{24}v\nabla^2f$. Since $\nabla^2f$ is the transform of $-r^2c$, its integral against $v$ is $-e^2\int c\,r\,d^3r$. With $h^2/24=\pi^2/(6L^2)$,
$$\bar S-I=-\frac{\pi^2e^2}{6L^2}\int c\,r\,d^3r+O(L^{-3}).$$
For $f=e^{-q^2\sigma^2}$ with $\sigma=1$ bohr, $\int c\,r=2.256758$ bohr and the coefficient is $-3.71222$ hartree bohr$^2$. The computed $L^2(\bar S-I)$ is $-3.16120$, $-3.34689$ and $-3.43904$ at $L=40$, 60 and 80 bohr. The approach is slow, still 7% short of the limit at $L=80$ bohr, so the $L^{-3}$ term, whose coefficient is not derived here, is large. A quadratic extrapolation in $1/L$ gives $-3.71273$. Averaging every cell thus removes the $1/L$ error but creates an $L^{-2}$ error that the midpoint sum does not have, and is asymptotically worse than $w=\alpha$.

## Where the statement changes or fails

With $L=V^{1/3}$, $w_s$ is the same pure number for every supercell, while $\alpha$ depends on the shape of the supercell. The Ewald formula gives $2.888462$ for body-centred and $2.888282$ for face-centred cubic supercells, so the sphere leaves slightly more there. For a tetragonal supercell elongated along $c$ (the range $1<c/a<2.5$ was searched) the Ewald value crosses $w_s$ at $c/a=1.7628$, where the sphere cancels the $1/L$ term by coincidence of shape. Without cubic symmetry the degree-2 harmonic in $\chi$ is allowed and adds a direction-dependent part to the $L^{-3}$ term.

The $1/L$ term depends on the system only through $f(0)$. It cancels in an energy difference between two structures with the same supercell and the same number of occupied bands, and it does not cancel when the volume changes. In a hybrid functional with unscreened exact exchange it is multiplied by the exchange fraction.

For a metal the occupied set changes across the Fermi surface, so the smoothness of $f$ and the exponential decay of $c$ cannot be assumed, and neither proof applies as given. For an insulator the expansion is of use only when $L$ exceeds the range of $c$.

The numerical check performs the sums and tests quoted above, apart from the larger-basis comparison for H$_2$, and its output lists the numbers.

## Computed values

```
q0*L = 3.897777   w_s (sphere) = 2.481402
C = 7.674124   w_c (cube) = 2.442750   w_s - w_c = 0.038652
alpha Ewald = 2.837297   alpha from cells (M=60 + tail) = 2.837298
total midpoint error Delta = alpha - w_c = 0.394548
sphere residue alpha - w_s = 0.355896   fraction left = 0.1254
D = 20.890074   D/(12 pi) = 0.554126
delta(1, 0, 0) = 0.049623   1/(12 n^4) = 0.083333
delta(1, 1, 0) = 0.024327   1/(12 n^4) = 0.020833
delta(1, 1, 1) = 0.011490   1/(12 n^4) = 0.009259
delta(2, 0, 0) = 0.004627   1/(12 n^4) = 0.005208
M=1: Delta_M = 0.216954  left = 0.177594  tail formula = 0.184709
M=2: Delta_M = 0.285364  left = 0.109184  tail formula = 0.110825
M=5: Delta_M = 0.344333  left = 0.050215  tail formula = 0.050375
M=20: Delta_M = 0.381036  left = 0.013512  tail formula = 0.013515
alpha bcc = 2.888462   alpha fcc = 2.888282   (L = V^(1/3))
tetragonal c/a with alpha = w_s: 1.7628
radius ratio q_eff/q0 = sqrt(w_s/alpha) = 0.93518
Gaussian, sigma = 1 bohr: I = 0.564190 hartree, <r> = 2.256758 bohr
all cells averaged, L^2(S-I) at L=40,60,80 bohr: -3.16120, -3.34689, -3.43904 hartree bohr^2
extrapolated = -3.71273   -(pi^2/6)<r> = -3.71222 hartree bohr^2
band model beta a^2 = 4: overlap = 0.1353, fitted 1/L coefficient = -2.83730
H2 RHF/6-31G: bond = 1.4 bohr, a = 10 bohr, E = -1.126743 hartree
neighbour orbital overlap along z = 2.47e-04
exact E_x = -(11|11) = -0.649908 hartree = -17.6849 eV
<r^2> = 2.611852 bohr^2   B = (4 pi/3)<r^2> = 10.94050 hartree bohr^3
N=1 L=10 bohr: q0 = 0.38978 /bohr, sphere term = 0.248140 hartree, E_x(omit) = -0.377149 hartree
  error omit/sphere/Madelung = 0.272759 / 0.024619 / -0.010971 hartree
  formula sphere = 0.024649, Madelung = -0.010941 hartree; sphere error = 0.6699 eV
N=2 L=20 bohr: q0 = 0.19489 /bohr, sphere term = 0.124070 hartree, E_x(omit) = -0.509412 hartree
  error omit/sphere/Madelung = 0.140496 / 0.016426 / -0.001369 hartree
  formula sphere = 0.016427, Madelung = -0.001368 hartree; sphere error = 0.4470 eV
N=3 L=30 bohr: q0 = 0.12993 /bohr, sphere term = 0.082713 hartree, E_x(omit) = -0.555737 hartree
  error omit/sphere/Madelung = 0.094171 / 0.011458 / -0.000405 hartree
  formula sphere = 0.011458, Madelung = -0.000405 hartree; sphere error = 0.3118 eV
N=4 L=40 bohr: q0 = 0.09744 /bohr, sphere term = 0.062035 hartree, E_x(omit) = -0.579147 hartree
  error omit/sphere/Madelung = 0.070761 / 0.008726 / -0.000171 hartree
  formula sphere = 0.008726, Madelung = -0.000171 hartree; sphere error = 0.2375 eV
error ratio L=20 -> 40 bohr: sphere 1.882, Madelung 8.004
Madelung error at L=40 bohr = -0.00465 eV
L for 1 mhartree (leading term): omit 2837, sphere 356, Madelung 22.2 bohr
```
